# Axial wall tension of the square-lattice Ising model at kT = 2J: a numerical check

```python
"""Axial wall tension of the square-lattice Ising model.

Result under test, for coupling J and thermal energy kT below the critical one:
    sigma = 2 J + kT ln tanh(J / kT)      (per lattice spacing of wall length)
so sigma is about 0.456 J at kT = 2 J, against 2 J at zero temperature.
Definition used: a ring of M columns, with and without one reversed line of
bonds; sigma / kT = ln(L_per / L_anti), L = largest transfer-matrix eigenvalue,
for M to infinity.
k_across = J_across/kT: bonds around the ring, which the wall breaks.
k_along = J_along/kT: bonds parallel to the wall.
The last part sizes a one-cell-thick polar layer with rough hafnia-like inputs.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.sparse.linalg import LinearOperator, eigsh


def transfer_action(columns, k_across, k_along, ring_sign):
    """Return the action of the transfer matrix built from Boltzmann weights."""
    states = np.arange(2**columns)
    spins = 1 - 2 * ((states[:, None] >> np.arange(columns)) & 1)
    bonds = spins * np.roll(spins, -1, axis=1)
    bonds[:, -1] *= ring_sign
    half_weight = np.exp(0.5 * k_across * bonds.sum(axis=1))
    site = np.exp(k_along * np.array([[1.0, -1.0], [-1.0, 1.0]]))

    def action(vector):
        work = half_weight * np.asarray(vector).ravel()
        for _ in range(columns):
            work = (site @ work.reshape(2, -1)).T.ravel()
        return half_weight * work

    return action


def ring_tension(columns, k_across, k_along):
    """sigma/kT on a finite ring, by numerical diagonalization."""
    logs = []
    size = 2**columns
    for ring_sign in (1, -1):
        action = transfer_action(columns, k_across, k_along, ring_sign)
        operator = LinearOperator((size, size), matvec=action, dtype=float)
        top = eigsh(operator, k=1, which="LA", v0=np.ones(size),
                    return_eigenvectors=False)[0]
        logs.append(np.log(top))
    return logs[0] - logs[1]


def closed_tension(k_across, k_along):
    """sigma/kT from the closed formula (ordered phase)."""
    return 2 * k_across + np.log(np.tanh(k_along))


def fermion_ring_tension(columns, k_across, k_along):
    """sigma/kT on a finite ring from the free-fermion mode sums."""
    dual = np.arctanh(np.exp(-2 * k_along))

    def gamma(q):
        return np.arccosh(np.cosh(2 * k_across) * np.cosh(2 * dual)
                          - np.sinh(2 * k_across) * np.sinh(2 * dual) * np.cos(q))

    whole = 2 * np.pi * np.arange(columns) / columns
    half = whole + np.pi / columns
    return (2 * (k_across - dual)
            + 0.5 * (gamma(half).sum() - gamma(whole).sum()))


# The transfer matrix reproduces a brute-force sum over all states of a 3 x 4 torus.
all_states = np.arange(2**12)
grid = (1 - 2 * ((all_states[:, None] >> np.arange(12)) & 1)).reshape(-1, 3, 4)
for ring_sign in (1, -1):
    across = grid * np.roll(grid, -1, axis=2)
    across[:, :, -1] *= ring_sign
    along = grid * np.roll(grid, -1, axis=1)
    brute = np.exp(0.6 * across.sum(axis=(1, 2)) + 0.4 * along.sum(axis=(1, 2))).sum()
    small = transfer_action(4, 0.6, 0.4, ring_sign)
    dense = np.column_stack([small(column) for column in np.eye(16)])
    assert abs(np.trace(np.linalg.matrix_power(dense, 3)) / brute - 1) < 1e-11

# Finite rings at kT = 2J: diagonalization against the mode sums.
K = 0.5
kT_over_J = 1 / K
ring_sizes = (6, 10, 14)
ring_values = []
for columns in ring_sizes:
    numeric = ring_tension(columns, K, K)
    assert abs(numeric - fermion_ring_tension(columns, K, K)) < 1e-9
    ring_values.append(numeric * kT_over_J)
sigma = closed_tension(K, K) * kT_over_J
wide_ring = fermion_ring_tension(200, K, K) * kT_over_J
assert abs(wide_ring - sigma) < 1e-10
assert abs(sigma - 0.456) < 5e-4

# Colder cases converge on small rings, so the closed formula is tested directly.
cold_numeric = ring_tension(12, 1.0, 1.0)
assert abs(cold_numeric - closed_tension(1.0, 1.0)) < 1e-8
unequal = ring_tension(12, 1.0, 0.7)
assert abs(unequal - fermion_ring_tension(12, 1.0, 0.7)) < 1e-9
assert abs(unequal - closed_tension(1.0, 0.7)) < 1e-5

# Above the critical temperature the tension goes to zero as the ring widens.
hot_6, hot_12 = (ring_tension(m, 1 / 3, 1 / 3) for m in (6, 12))
assert 0 < hot_12 < 0.01 and hot_12 < 0.2 * hot_6

# Critical point: zero of the tension against the self-dual value.
K_critical = brentq(lambda k: closed_tension(k, k), 0.2, 1.0, xtol=1e-14)
kTc_over_J = 1 / K_critical
assert abs(kTc_over_J - 2 / np.log(1 + np.sqrt(2))) < 1e-10


# Wall energy: derivative of numerical ring tensions, and an explicit step sum.
def wall_energy(k):
    """Wall energy per lattice spacing in units of J."""
    return 2 * (1 + 1 / np.sinh(2 * k))


h = 1e-3
slope = (ring_tension(12, 1 + h, 1 + h) - ring_tension(12, 1 - h, 1 - h)) / (2 * h)
assert abs(slope - wall_energy(1.0)) < 1e-5
steps = np.arange(-200, 201)
step_weights = np.exp(-2 * K * np.abs(steps))
step_tension = 2 - kT_over_J * np.log(step_weights.sum())
mean_step = (np.abs(steps) * step_weights).sum() / step_weights.sum()
assert abs(step_tension - sigma) < 1e-12
assert abs(2 + 2 * mean_step - wall_energy(K)) < 1e-12
energy = wall_energy(K)

# Illustration: one-cell-thick polar layer, rough hafnia-like inputs.
temperature = 300.0          # K
cell = 0.5e-9                # m
polarization = 0.20          # C/m^2
permittivity = 30.0          # relative
field = 1.0e8                # V/m
film_cells = 20
reach = 20                   # cells, cutoff of the dipole sum
meV = 1e-3 * const.e
J_joule = const.k * temperature / 2
J_meV = J_joule / meV
line_cold = 2 * J_meV / (cell * 1e9)
line_warm = sigma * J_meV / (cell * 1e9)
area_cold = 2 * J_joule / cell**2 * 1e3
area_warm = sigma * J_joule / cell**2 * 1e3
critical_K = kTc_over_J * J_joule / const.k
hot_use = const.zero_Celsius + 85.0
hot_ratio = const.k * hot_use / J_joule
assert hot_ratio > kTc_over_J

dipole = polarization * cell**3
pair_meV = dipole**2 / (4 * np.pi * const.epsilon_0 * permittivity * cell**3) / meV
m, l = np.meshgrid(np.arange(1, reach + 1), np.arange(-reach, reach + 1))
distance = np.hypot(m, l)
use = (distance > 1.001) & (distance <= reach)
dipole_gain = 2 * pair_meV * (m[use] / distance[use]**3).sum()
field_meV = 2 * dipole * field / meV
stiff_along = closed_tension(K, 2 * K) * kT_over_J
thick_ratio = closed_tension(film_cells * K, film_cells * K) / (2 * film_cells * K)

print(f"thermal energy kT: {kT_over_J:.3f} J")
print(f"K = J/kT: {K:.3f}")
print(f"tanh K: {np.tanh(K):.6f}")
print(f"ln tanh K: {np.log(np.tanh(K)):.6f}")
print(f"dual coupling K*: {np.arctanh(np.exp(-2 * K)):.6f}")
print(f"sigma/kT: {closed_tension(K, K):.6f}")
print(f"wall tension sigma: {sigma:.6f} J per lattice spacing")
print(f"sigma over its zero-temperature value 2J: {sigma / 2:.4f}")
print(f"critical thermal energy: {kTc_over_J:.6f} J")
for columns, value in zip(ring_sizes, ring_values):
    print(f"diagonalized ring, M = {columns}: tension {value:.6f} J")
print(f"mode sums, M = 200: tension {wide_ring:.6f} J")
print(f"diagonalized M = 12 at kT = J: tension {cold_numeric:.6f} J")
print(f"closed formula at kT = J: tension {closed_tension(1.0, 1.0):.6f} J")
print(f"diagonalized sigma/kT at kT = 3J, M = 6: {hot_6:.5f}")
print(f"diagonalized sigma/kT at kT = 3J, M = 12: {hot_12:.5f}")
print(f"step sum coth K: {step_weights.sum():.6f}")
print(f"mean step height, no-overhang wall: {mean_step:.4f} spacings")
print(f"wall energy at kT = 2J: {energy:.4f} J per spacing")
print(f"T times wall entropy at kT = 2J: {energy - sigma:.4f} J per spacing")
print(f"layer temperature: {temperature:.0f} K")
print(f"layer cell size and thickness: {cell * 1e9:.2f} nm")
print(f"layer polarization (rough): {polarization * 100:.0f} uC/cm2")
print(f"layer relative permittivity (rough): {permittivity:.0f}")
print(f"chosen J = kT/2: {J_meV:.2f} meV")
print(f"zero-temperature line tension: {line_cold:.2f} meV/nm")
print(f"line tension at 300 K: {line_warm:.2f} meV/nm")
print(f"zero-temperature wall energy per area: {area_cold:.2f} mJ/m2")
print(f"wall free energy per area at 300 K: {area_warm:.2f} mJ/m2")
print(f"critical temperature of the layer: {critical_K:.1f} K")
print(f"kT/J at 85 C ({hot_use:.1f} K), same J: {hot_ratio:.3f}")
print(f"unscreened neighbour dipole energy: {pair_meV:.2f} meV")
print(f"dipole sum cutoff: {reach} cells")
print(f"neglected dipole gain of straight wall: {dipole_gain:.1f} meV per cell")
print(f"cell reversal energy at {field / 1e8:.1f} MV/cm: {field_meV:.1f} meV")
print(f"tension if J along wall is doubled: {stiff_along:.4f} J")
print(f"rigid-column film thickness: {film_cells * cell * 1e9:.1f} nm")
print(f"rigid-column film, kT over column coupling: {kT_over_J / film_cells:.3f}")
print(f"rigid-column film, 1 - sigma/sigma(T=0): {1 - thick_ratio:.2e}")
print("done: every assertion held")
```

It prints:

```
thermal energy kT: 2.000 J
K = J/kT: 0.500
tanh K: 0.462117
ln tanh K: -0.771937
dual coupling K*: 0.385968
sigma/kT: 0.228063
wall tension sigma: 0.456126 J per lattice spacing
sigma over its zero-temperature value 2J: 0.2281
critical thermal energy: 2.269185 J
diagonalized ring, M = 6: tension 0.557595 J
diagonalized ring, M = 10: tension 0.484857 J
diagonalized ring, M = 14: tension 0.465494 J
mode sums, M = 200: tension 0.456126 J
diagonalized M = 12 at kT = J: tension 1.727659 J
closed formula at kT = J: tension 1.727659 J
diagonalized sigma/kT at kT = 3J, M = 6: 0.01591
diagonalized sigma/kT at kT = 3J, M = 12: 0.00063
step sum coth K: 2.163953
mean step height, no-overhang wall: 0.8509 spacings
wall energy at kT = 2J: 3.7018 J per spacing
T times wall entropy at kT = 2J: 3.2457 J per spacing
layer temperature: 300 K
layer cell size and thickness: 0.50 nm
layer polarization (rough): 20 uC/cm2
layer relative permittivity (rough): 30
chosen J = kT/2: 12.93 meV
zero-temperature line tension: 51.70 meV/nm
line tension at 300 K: 11.79 meV/nm
zero-temperature wall energy per area: 16.57 mJ/m2
wall free energy per area at 300 K: 3.78 mJ/m2
critical temperature of the layer: 340.4 K
kT/J at 85 C (358.1 K), same J: 2.388
unscreened neighbour dipole energy: 9.35 meV
dipole sum cutoff: 20 cells
neglected dipole gain of straight wall: 103.9 meV per cell
cell reversal energy at 1.0 MV/cm: 31.2 meV
tension if J along wall is doubled: 1.4553 J
rigid-column film thickness: 10.0 nm
rigid-column film, kT over column coupling: 0.100
rigid-column film, 1 - sigma/sigma(T=0): 2.06e-10
done: every assertion held
```
